\section*{Zener tunnelling between two bands: exact prefactor and first-order theory, part 1}

(Sections cited here and not found follow in the second part.)

\section{The exponent and the exact probability}

An electron in a filled band is driven by a uniform force $eF>0$ towards the place in the band structure where an empty band lies closest, at an energy distance $E_g$. Suppose that near this place the bands are characterized by two quantities, the gap $E_g$ and the reduced mass $m_r$ that measures how fast the bands separate. The probability $P$ of crossing to the empty band can then depend on $E_g$, $m_r$, $eF$ and $\hbar$. With energy, length and time as basic dimensions, $m_r$ has the dimension energy $\times$ time$^2$/length$^2$, $eF$ is an energy per length, and $\hbar$ is an energy times a time. Four quantities built from three dimensions leave one dimensionless combination, apart from its powers, and it may be taken as
\begin{equation}
\frac{\sqrt{m_r}\,E_g^{3/2}}{\hbar eF}. \label{eq:dim}
\end{equation}
Hence $P$ is a function of this number alone, provided that neither the bands nor the band states bring in a further parameter. That gap and field enter, at fixed mass, only as $E_g^{3/2}/F$ is fixed before any equation is solved. Dimensions do not tell whether the function is an exponential of the first power of this number, which number multiplies \eqref{eq:dim} in the exponent, or what stands in front of it. These require a definite Hamiltonian.

The model has two bands and one wave number $k$ along the force. In a basis of two states with opposite velocities $\pm v$,
\begin{equation}
H(k)=\hbar v k\,\sigma_z+\Delta\,\sigma_x ,\qquad \Delta=\frac{E_g}{2}, \label{eq:H}
\end{equation}
where $\sigma_x,\sigma_z$ are Pauli matrices, and $v>0$ and $\Delta>0$ do not depend on $k$. Since $H^2=(\hbar^2v^2k^2+\Delta^2)\mathbf 1$ and $H$ has zero trace, the band energies are
\begin{equation}
E_{c,v}(k)=\pm\sqrt{\Delta^2+\hbar^2v^2k^2}. \label{eq:bands}
\end{equation}
The reduced mass is defined by the growth of the vertical gap at small $k$,
\begin{equation}
E_c-E_v=2\Delta+\frac{\hbar^2v^2k^2}{\Delta}+\dots\equiv E_g+\frac{\hbar^2k^2}{2m_r}+\dots
\end{equation}
Comparison of the quadratic terms gives $1/(2m_r)=v^2/\Delta$, that is
\begin{equation}
m_r=\frac{\Delta}{2v^2}=\frac{E_g}{4v^2},\qquad v=\frac12\sqrt{\frac{E_g}{m_r}} . \label{eq:mass}
\end{equation}
Each band separately has an edge mass of magnitude $\Delta/v^2=2m_r$, so $m_r$ is the reduced mass of an electron and a hole of equal mass.

The force adds the potential energy $-eFx$. The origin of $x$ is chosen so that the total energy is zero; the energy measured from the local middle of the gap is then $\varepsilon=eFx$. On the left, where $\varepsilon<-\Delta$, the electron is in the valence band. On the right, where $\varepsilon>\Delta$, it is in the conduction band. In between no real $k$ satisfies $\varepsilon^2=\Delta^2+\hbar^2v^2k^2$, and
\begin{equation}
k=\pm\frac{i}{\hbar v}\sqrt{\Delta^2-\varepsilon^2}.
\end{equation}
The amplitude decays at the local rate $|\mathrm{Im}\,k|$ over a distance $2\Delta/(eF)=E_g/(eF)$. The semiclassical exponent of the probability is twice the accumulated decay,
\begin{align}
S&=2\int_{-\Delta/eF}^{\Delta/eF}\frac{\sqrt{\Delta^2-(eFx)^2}}{\hbar v}\,dx
=\frac{2}{\hbar v eF}\int_{-\Delta}^{\Delta}\sqrt{\Delta^2-\varepsilon^2}\,d\varepsilon \nonumber\\
&=\frac{2}{\hbar veF}\,\frac{\pi\Delta^2}{2}=\frac{\pi\Delta^2}{\hbar veF}. \label{eq:Sdelta}
\end{align}
The last integral is the area of a half disc of radius $\Delta$. With $\Delta^2=E_g^2/4$ and $1/v=2\sqrt{m_r/E_g}$ this becomes
\begin{equation}
S=\frac{\pi E_g^2}{4\hbar eF}\,2\sqrt{\frac{m_r}{E_g}}
=\frac{\pi\sqrt{m_r}\,E_g^{3/2}}{2\hbar eF}. \label{eq:S}
\end{equation}
The number $\pi/2$ multiplying \eqref{eq:dim} comes from the half disc. The decay rate vanishes at both ends of the barrier, because the evanescent state is joined to the valence band at one end and to the conduction band at the other. The number is set by the area under the decay rate across the gap, so a different dispersion inside the gap in general changes it. The semiclassical argument leaves the factor in front of $e^{-S}$ open, and for that the wave equation has to be solved.

In the wave-number representation $x=i\,d/dk$, and the stationary equation $[H(k)-eFx]\psi=0$ reads
\begin{equation}
i\,eF\,\frac{d\psi}{dk}=H(k)\psi .
\end{equation}
Writing $k=eFt/\hbar$, so that $eF\,d/dk=\hbar\,d/dt$, turns it into
\begin{equation}
i\hbar\frac{d\psi}{dt}=H\!\left(\frac{eFt}{\hbar}\right)\psi ,
\end{equation}
the time-dependent equation of an electron whose wave number grows uniformly. Stationary tunnelling and the passage in time are the same problem. The diagonal elements of $H$ are now $\pm veFt$. In the dimensionless variables
\begin{equation}
\tau=t\sqrt{\frac{veF}{\hbar}},\qquad
\delta=\frac{\Delta}{\sqrt{\hbar veF}},\qquad \kappa=\frac{\delta^2}{2}=\frac{\Delta^2}{2\hbar veF}, \label{eq:dimless}
\end{equation}
the two components $a,b$ of $\psi$ obey
\begin{equation}
i a'=\tau a+\delta b,\qquad i b'=\delta a-\tau b, \label{eq:LZ}
\end{equation}
with a prime for $d/d\tau$. At $\tau\to-\infty$ the component $a$ has the lower energy and represents the valence band; at $\tau\to+\infty$ it has the higher energy and represents the conduction band. If $b$ vanishes in the far past, the interband probability is therefore
\begin{equation}
P=\frac{|a(+\infty)|^2}{|a(-\infty)|^2}. \label{eq:Pdef}
\end{equation}

This ratio is also the transmission in real space. Up to a slowly varying logarithmic phase, found below, $a$ oscillates as $e^{-i\tau^2/2}=e^{-i\hbar vk^2/(2eF)}$. In the Fourier integral $\int e^{ikx}a\,dk$ the phase is stationary at $k=eFx/(\hbar v)$, so the wave at $x\to-\infty$ comes from $k\to-\infty$ and the wave at $x\to+\infty$ from $k\to+\infty$, with the same width of the stationary region. Both move with velocity $+v$, so their ratio of fluxes is \eqref{eq:Pdef}. The component $b$ has the opposite phase, stationary at $k=-eFx/(\hbar v)$. Its part at $k\to+\infty$ is the reflected wave on the left, and its absence at $k\to-\infty$ means that no wave comes in from the right.

To solve \eqref{eq:LZ}, take out the phase of $a$ by writing $a=e^{-i\tau^2/2}u$ and $b=e^{-i\tau^2/2}w$. Since $ia'=e^{-i\tau^2/2}(\tau u+iu')$, and likewise for $b$,
\begin{equation}
iu'=\delta w,\qquad iw'=\delta u-2\tau w. \label{eq:uw}
\end{equation}
The coefficients are linear in $\tau$, which suggests a solution in the form of a Fourier-type integral. With the kernel $G(q,\tau)=\exp(-iq^2/4+iq\tau)$, consider
\begin{equation}
w=\int_0^\infty q^{i\kappa}G\,dq,\qquad
u=-\frac{2i}{\delta}\int_0^\infty q^{i\kappa}\,\frac{\partial G}{\partial q}\,dq , \label{eq:sol}
\end{equation}
where the path is the ray $q=re^{-i\pi/4}$, $0<r<\infty$, and $q^{i\kappa}=e^{i\kappa\ln q}$ with the principal logarithm. On the ray $-iq^2/4=-r^2/4$, so the integrals converge; near $q=0$ the factor $q^{i\kappa}$ is bounded.

Both equations are checked by substitution. From $\partial G/\partial q=i(\tau-q/2)G$ follows $(2\tau-q)G=-2i\,\partial G/\partial q$, and since $\partial G/\partial\tau=iqG$,
\begin{equation}
iw'+2\tau w=\int_0^\infty q^{i\kappa}(2\tau-q)G\,dq
=-2i\int_0^\infty q^{i\kappa}\frac{\partial G}{\partial q}\,dq=\delta u ,
\end{equation}
which is the second equation of \eqref{eq:uw}. For the first, integrate by parts. The boundary terms contain $q^{1+i\kappa}G$, which vanishes at both ends:
\begin{align}
u'&=-\frac{2i}{\delta}\int_0^\infty q^{i\kappa}\frac{\partial}{\partial q}(iqG)\,dq
=\frac{2i}{\delta}\int_0^\infty i\kappa\,q^{i\kappa-1}\,iqG\,dq \nonumber\\
&=-\frac{2i\kappa}{\delta}\,w .
\end{align}
Thus $iu'=(2\kappa/\delta)w=\delta w$, because $2\kappa=\delta^2$.

For the far past put $\tau=-L$ with $L\to\infty$ and $q=y/L$. The kernel becomes $e^{-iy}e^{-iy^2/(4L^2)}$, in which the first factor decays along the ray and the second is bounded by one and tends to one. The integral for $w$ carries a factor $1/L$ from $dq$ and vanishes. In $u$ that factor is cancelled by the derivative, and
\begin{equation}
u(-L)\to-\frac{2i}{\delta}L^{-i\kappa}\int_0^\infty y^{i\kappa}(-i)e^{-iy}\,dy .
\end{equation}
The path may be turned to $y=-is$ with $s>0$. Then $e^{-iy}=e^{-s}$, $dy=-i\,ds$ and $y^{i\kappa}=s^{i\kappa}e^{i\kappa(-i\pi/2)}=s^{i\kappa}e^{\pi\kappa/2}$. The two factors $-i$ multiply to $-1$, and
\begin{equation}
u(-L)\to\frac{2i}{\delta}\,L^{-i\kappa}\,\Gamma(1+i\kappa)\,e^{+\pi\kappa/2}. \label{eq:past}
\end{equation}
The solution \eqref{eq:sol} therefore has the required initial condition: all of it is in $a$.

For the far future put $\tau=+L$. Now
\begin{equation}
-\frac{iq^2}{4}+iqL=iL^2-\frac{i}{4}(q-2L)^2 ,
\end{equation}
so the phase is stationary at $q=2L$. Deform the path into two straight pieces: up the imaginary axis from $0$ to $2iL$, and from there along the line $q=2L+re^{-i\pi/4}$, which passes through $2L$ and ends in the same direction as the original ray. No singularity is crossed. On the line $|G|=e^{-r^2/4}$, and at the corner $|G|=e^{-2L^2}$.

On the first piece set $q=is/L$. Then $G=e^{-s}e^{is^2/(4L^2)}$ and $q^{i\kappa}=(s/L)^{i\kappa}e^{-\pi\kappa/2}$, because the argument of $q$ is now $+\pi/2$. The derivative of $e^{-s}$ supplies $-1$, and the contribution to $u$ tends to
\begin{equation}
u(+L)\to\frac{2i}{\delta}\,L^{-i\kappa}\,\Gamma(1+i\kappa)\,e^{-\pi\kappa/2}. \label{eq:future}
\end{equation}
On the second piece $\partial G/\partial q$ is proportional to $(q-2L)G$, which is odd about the stationary point, while $q^{i\kappa}$ is constant there up to relative corrections of order $1/L$. This piece adds nothing to $u$ in the limit. In $w$ it gives the modulus $\int e^{-r^2/4}dr=2\sqrt\pi$.

Equations \eqref{eq:past} and \eqref{eq:future} differ by the factor $e^{-\pi\kappa}$. The phases $L^{-i\kappa}$ and $e^{-iL^2/2}$ are equal on both sides, so
\begin{equation}
\frac{a(+L)}{a(-L)}\to e^{-\pi\kappa},\qquad P=e^{-2\pi\kappa}=e^{-\pi\Delta^2/(\hbar veF)}=e^{-S}. \label{eq:exact}
\end{equation}
This is the Landau--Zener probability. Its exponent is \eqref{eq:S} and its prefactor is one, at every value of the field. Conservation of the norm confirms the constants. With $|\Gamma(1+i\kappa)|^2=\pi\kappa/\sinh\pi\kappa$ and $4/\delta^2=2/\kappa$,
\begin{equation}
|u(-\infty)|^2=\frac{2\pi e^{\pi\kappa}}{\sinh\pi\kappa}=\frac{4\pi}{1-e^{-2\pi\kappa}},
\end{equation}
and subtracting $|u(+\infty)|^2$, which is smaller by $e^{-2\pi\kappa}$, leaves $4\pi=|w(+\infty)|^2$.

A strong field gives $P\to1$: the electron keeps its velocity and runs through the gap as if it were absent. A weak field gives the exponentially rare crossing. A transverse wave number $k_\perp$ that enters as $\hbar vk_\perp\sigma_y$ is covered as well. A constant rotation about the $z$ axis turns $\Delta\sigma_x+\hbar vk_\perp\sigma_y$ into $(\Delta^2+\hbar^2v^2k_\perp^2)^{1/2}\sigma_x$, so that $\Delta^2$ in \eqref{eq:exact} is replaced by $\Delta^2+\hbar^2v^2k_\perp^2$, and tunnelling favours electrons moving along the force.

The result belongs to the linear crossing \eqref{eq:H}. In a crystal the wave number is confined to a zone, and the limits $\tau\to\pm\infty$ make sense if $\hbar v|k|$ grows well beyond both $\Delta$ and $\sqrt{\hbar veF}$ before the next gap is met, since $\tau=\hbar vk/\sqrt{\hbar veF}$. If $v$ or the coupling changes within the region where $\hbar v|k|$ is below the larger of $\Delta$ and $\sqrt{\hbar veF}$, both exponent and prefactor may change. The band energies alone do not reveal this. The coupling $\Delta(\cos\theta\,\sigma_x+\sin\theta\,\sigma_y)$ with $\theta=\beta(\hbar vk/\Delta)^2$ leaves \eqref{eq:bands} unchanged. The rotation $e^{-i\theta\sigma_z/2}$ that removes $\theta$ adds $-\frac12\hbar\,(d\theta/dt)\,\sigma_z$ to $H$ and so replaces $v$ by $v(1-\pi\beta/S)$. The exponent becomes $S/(1-\pi\beta/S)$, and in a weak field $P\to e^{-\pi\beta}e^{-S}$, a factor $0.85$ for $\beta=0.05$ and $1.17$ for $\beta=-0.05$. If phase coherence survives from one passage to the next, the amplitudes of successive passages interfere, and $P$ is then the probability of one isolated passage.

For the linear crossing with constant $v$ and constant coupling $\Delta\sigma_x$, the probability of one isolated passage is exactly $e^{-S}$, with prefactor one at every field. It remains to find what prefactor first-order perturbation theory gives, and why it differs from one even in a weak field.
